The Helmholtz relation between work function and adsorbate dipoles, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its proof

**What goes wrong without the result**

Suppose that every adsorbed atom on a metal, together with the charge it induces there, forms a dipole of 0.60 e bohr pointing away from the surface, and that there is one such atom for every 144 bohr² of surface. How much does the layer change the energy needed to take an electron out of the metal? A single dipole μ in free space produces the potential μ/z² at a distance z straight above it. At z = 18 bohr this is 0.60/324 = 0.0019 hartree per unit charge, or about 0.05 eV for an electron, and it falls further with distance. One would conclude that the layer hardly matters once the electron has left.

That conclusion is wrong. At z = 18 bohr the estimate is smaller than the true step by a factor of nearly thirty; this factor is 4πz²/A, with A the area per atom, and it grows with z. The potential of one dipole falls as 1/z², but the number of dipoles that act with comparable strength grows as z², because they fill a disc whose radius is about z. The two powers cancel, and the sum above the layer is the constant 2πμ/A. Below the layer it is −2πμ/A, so the two sides differ by 4πμ/A. The electron crosses a potential step that does not fade with distance as long as the layer looks wide from where the electron is. For the numbers above the step is 1.42 eV. The theorem below gives its size and sign, and states which dipole has to be used.

**Conventions**

Hartree atomic units are used: the elementary charge e, the electron mass, ħ and 4πε₀ are all equal to one. The electrostatic potential φ and the charge density ρ then obey

∇²φ = −4πρ.  (1)

An electron has charge −1, so its electrostatic potential energy is

V = −φ.  (2)

The z axis points out of the metal into the vacuum. The work function is

Φ = V_vac − E_F,  (3)

where V_vac is the energy of an electron at rest in the vacuum outside the surface and E_F is the Fermi level. The symbol Δ always means "surface with adsorbates minus clean surface". The change in charge density Δρ therefore contains the nuclei and electrons of the adsorbates, the rearrangement of the metal's electrons, and any displacement of the metal's nuclei.

**Assumptions**

(a) The clean and the covered surface can both be described with the same lateral unit cell, which has area A and holds one adsorbate.

(b) Δρ is neutral in each cell: its integral over the cell and over all z is zero.

(c) Δρ is negligible outside a surface region z₁ < z < z₂. The metal extends far below z₁, has the same bulk structure in both cases, and carries no average electric field there.

(d) The vacuum level is taken at a height above z₂ that is large compared with the lateral period and small compared with the width of the sample.

**Theorem (Helmholtz relation).** Let

μ = ∫ z Δρ d³r, integrated over one lateral cell and all z,  (4)

be the outward normal dipole per adsorbate. Under assumptions (a) to (d),

ΔΦ = −4πμ/A.  (5)

The dipole is positive when it points from negative charge on the metal side to positive charge on the vacuum side. Such a dipole lowers the work function. The magnitude of the change is 4π|μ|/A. The expression 4πμ/A without the minus sign is the change itself if dipoles are counted as positive when they point into the metal.

The proof needs three lemmas. The first shows that the vacuum level depends on nothing but the plane-averaged charge, the second computes the potential step, and the third connects the step to the Fermi level.

**Lemma 1 (lateral structure dies out).** Outside the surface region, every laterally varying part of Δφ decays exponentially with distance.

Proof. Let r be the position in the surface plane. Because Δρ is periodic in the plane, it can be written as a Fourier series over the lateral reciprocal lattice vectors **G**:

Δρ(r, z) = Σ ρ_G(z) exp(i**G**·r).

The potential Δφ has the same form with coefficients φ_G(z). Two lateral derivatives of exp(i**G**·r) give the factor −G², so equation (1) becomes, for each **G**,

φ_G″ − G²φ_G = −4πρ_G.  (6)

For G ≠ 0, the solution that stays finite on both sides is

φ_G(z) = (2π/G) ∫ ρ_G(z′) exp(−G|z − z′|) dz′.  (7)

To see this, differentiate exp(−G|z − z′|) twice with respect to z. Away from z = z′ the result is G² times the function. At z = z′ the slope jumps from +G to −G, which adds −2Gδ(z − z′). Hence

φ_G″ = G²φ_G + (2π/G)(−2G)ρ_G = G²φ_G − 4πρ_G,

which is equation (6). For z > z₂ every z′ in the integral is smaller than z, so |z − z′| = z − z′ and

φ_G(z) = (2π/G) exp(−Gz) ∫ ρ_G(z′) exp(Gz′) dz′.  (8)

The integral no longer depends on z, and the potential decays as exp(−Gz). Below z₁ the same argument gives a decay as exp(Gz) towards the interior. ∎

For a square lattice with spacing a, the smallest nonzero G is 2π/a, so moving outward by one lattice spacing reduces the slowest component by exp(−2π), a factor of about 1/535. What survives is the component G = 0, the average over the plane, written with a bar from here on.

**Lemma 2 (the step equals the dipole density).** The plane-averaged potential change rises from the metal to the vacuum by

Δφ̄(vacuum) − Δφ̄(bulk) = 4πμ/A.  (9)

Proof. With G = 0, equation (6) reads

Δφ̄″(z) = −4πΔρ̄(z).  (10)

Define the charge per area that lies below the height z:

Q(z) = ∫ Δρ̄(z′) dz′, integrated from z₁ to z.  (11)

The derivative of Q is Δρ̄. The slope Δφ̄′ vanishes in the bulk by assumption (c), so one integration of (10) gives

Δφ̄′(z) = −4πQ(z).  (12)

At z₁ no charge has been counted, so Q(z₁) = 0. At z₂ all of it has been counted, and neutrality gives Q(z₂) = 0. The slope is therefore zero above z₂ as well, and the potential is constant there. This is what allows one to speak of a vacuum level. Integrating (12) across the surface region gives

Δφ̄(z₂) − Δφ̄(z₁) = −4π ∫ Q(z) dz.  (13)

Now integrate by parts, with Q as one factor and 1 = dz/dz as the other:

∫ Q dz = z₂Q(z₂) − z₁Q(z₁) − ∫ z Q′(z) dz = −∫ z Δρ̄(z) dz.

Both boundary terms vanish because Q is zero at both ends. Inserting this in (13), the two minus signs cancel:

Δφ̄(z₂) − Δφ̄(z₁) = 4π ∫ z Δρ̄(z) dz.  (14)

The plane average is the integral over the cell divided by A. The integral on the right is therefore the dipole (4) divided by A, which proves (9). ∎

Two flat sheets show the sign. Let a sheet with charge −σ per area lie at z = 0 and a sheet with +σ at z = d. Between them Q = −σ, so (12) gives the slope +4πσ, and the potential rises by 4πσd. The dipole per area is (−σ)·0 + σd = σd, and (9) gives the same rise.

*Remark on the origin.* Replacing z by z − c in (4) changes μ by −c times the total charge of the cell. That charge is zero, so the dipole does not depend on where z = 0 is placed. If the cell had a net charge q, this freedom would be lost, and so would the vacuum level: equation (12) would leave the slope −4πq/A outside, and the potential would keep changing linearly with height. Neutrality is needed for the theorem to have a meaning, and is more than a convenience of the proof.

**Lemma 3 (the Fermi level follows the bulk potential).** Let V_bulk be the electrostatic potential energy of an electron, averaged over a bulk unit cell far below the surface. Then

Δ(E_F − V_bulk) = 0.  (15)

Proof. Far below the surface the nuclei are arranged as before, and neutrality fixes the same number of electrons per bulk cell. By Lemmas 1 and 2 the potential change there is a constant. A constant added to the potential shifts all bulk energy levels by the same amount and leaves their spacings and occupations alone. The Fermi level is the energy up to which these levels must be filled to hold the required number of electrons, so it shifts by that amount too. The shift of V_bulk is also the same, and the difference E_F − V_bulk is unchanged. In equilibrium the metal has a single Fermi level, so the value found in the bulk is the one that enters (3). ∎

The lemma relies on the existence of a region that is unaffected by the surface apart from a constant. Charge transferred between adsorbates and metal must find room near the surface without altering the electron density deep inside. A film about as thin as the distance over which the metal screens a charge has no such region, and the discrete levels of a quantum-mechanical film keep the two faces coupled at much larger thickness. The second half gives the size of the resulting error in a model.

**Proof of the theorem.** Add and subtract V_bulk in the definition (3):

Φ = (V_vac − V_bulk) − (E_F − V_bulk).

Take the change of both sides. The second bracket does not change, by Lemma 3, so

ΔΦ = Δ(V_vac − V_bulk).

In the vacuum, an electron at rest has the electrostatic energy V and is also attracted to the charge that it induces in the metal itself. This attraction contributes about −1/(4z) at the height z. It fades slowly, but to leading order it is the same with and without adsorbates, so it drops out of the change up to a remainder that falls as 1/z² and is negligible at large height; only V remains. With V = −φ, and with Lemma 1 allowing the plane average to be used,

ΔΦ = −[Δφ̄(vacuum) − Δφ̄(bulk)].

Equation (9) turns the bracket into 4πμ/A, which gives (5). ∎

The exchange and correlation energies of the electrons do not appear in (5) as a separate term. They influence the charge rearrangement, and so they are contained in μ. Their contribution to the bulk levels is the same before and after adsorption and cancels in Lemma 3.

**Corollary (practical units).** With μ in debye (D) and A in Å²,

ΔΦ/eV = −37.67 (μ/D)/(A/Å²).  (16)

Proof. One debye is 0.393430 e bohr, one hartree is 27.21139 eV, and one bohr is 0.529177 Å. A dipole of one debye on an area of one Å² gives, in atomic units, a dipole of 0.393430 on an area of 1/0.529177². The magnitude of the change is therefore

4π × 0.393430 × 0.529177² × 27.21139 eV = 37.673 eV.

The bohr enters squared in the numerator because the area stands in the denominator of (5).

The SI form leads to the same number and shows where it comes from. There the factor 4π is replaced by 1/ε₀, and the step is μ/(ε₀A). One debye is 10⁻²¹/c coulomb metre, where c stands for the speed of light as a number in metres per second. To far more digits than are needed here, 1/ε₀ is 4π × 10⁻⁷ c² in SI units. With A = 10⁻²⁰ m²,

(10⁻²¹/c)(4π × 10⁻⁷ c²)/10⁻²⁰ = 4π × 10⁻⁸ c = 4π × 2.99792 = 37.673 volts.

An electron crossing this step changes its energy by the same number of electronvolts, with the sign reversed. ∎

**Remark: how far is the vacuum level?** Assumption (d) sets an upper limit to the height as well as a lower one. Consider a free-standing disc of radius R covered with dipoles of density τ = μ/A. A dipole at lateral distance r from the axis contributes μz/(r² + z²)^(3/2) at height z on the axis. Summing over rings of area 2πr dr gives

φ(z) = 2πτz ∫ r dr/(r² + z²)^(3/2) = 2πτ[1 − z/√(R² + z²)],  (17)

because the integral of r/(r² + z²)^(3/2) is −1/√(r² + z²), taken between 0 and R. At the same distance below the disc the potential has the opposite sign. For z much smaller than R the difference between the two sides is 4πτ, in agreement with (9). For z much larger than R,

z/√(R² + z²) ≈ 1 − R²/(2z²), so that φ ≈ πR²τ/z².

This is the potential of one dipole whose moment is that of the whole disc. The decay expected at the start does arrive, but at distances set by the width of the sample and not by the spacing of the atoms. The vacuum level in (3) belongs to the region just outside the surface, in the sense of assumption (d).

**Remark: what a measured change tells.** Solving (16) for the dipole gives μ/D = −(ΔΦ/eV)(A/Å²)/37.67. The work-function change and the area per adsorbate together determine one number, the total normal dipole. They do not determine a transferred charge and a distance separately, since a small charge moved far and a large charge moved a little can have the same dipole.

## Second half: which dipole enters, and when the relation fails

**Results carried over**

Atomic units are used, z points outward, and V = −φ is the electrostatic energy of an electron. A layer with one adsorbate per area A changes the work function Φ = V_vac − E_F of a thick metal by

ΔΦ = −4πμ/A.  (18)

Here μ is the outward normal dipole of the complete, neutral change in charge density in one cell. The corresponding rise of the electrostatic potential from metal to vacuum is +4πμ/A. A laterally periodic charge with Fourier coefficients ρ_G(z) produces, for G ≠ 0, the potential coefficients

φ_G(z) = (2π/G) ∫ ρ_G(z′) exp(−G|z − z′|) dz′.  (19)

The relation itself is simple; the care goes into μ. Three models show what it contains.

For a thick metal, the work-function change has been shown to be −4πμ/A, where μ is the outward normal dipole per adsorbate of the complete, neutral change in charge density. What remains is to see in three models what this dipole contains, and how the relation fails when the metal is too thin.
